# Neutron magnetic form factor and a crystal-field line of Sm³⁺, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A rare-earth ion has the configuration \(4f^n\), one radial function \(u(r)\) with \(\int u^2dr=1\) for all 4f electrons, pure LS coupling and spin g-factor 2. Only its Hund's-rule multiplet \((L,S,J)\), with Landé factor \(g\), is populated or reached. Unpolarised neutrons scatter with momentum transfer \(\mathbf Q=\mathbf k_i-\mathbf k_f\). Write \(\langle j_k\rangle(Q)=\int u^2j_k(Qr)\,dr\), with \(j_k\) the spherical Bessel functions.

(a) Find the form factor, normalised to 1 at \(Q=0\), of the part of the scattering operator that is proportional to \(\mathbf J\).

(b) For Sm³⁺ (\(4f^5\), \(^6H_{5/2}\): \(L=5\), \(S=J=5/2\)), where is it largest?

(c) A cubic field \(B_4(O_4^0+5O_4^4)\) with \(B_4>0\) splits the multiplet. Find the powder intensity, against \(Q\), of the transition from the ground doublet to the quartet.

## The scattering operator

Fourier transforms are taken with \(e^{i\mathbf Q\cdot\mathbf r}\), so \(\nabla\to-i\mathbf Q\). The static field equations become \(-i\mathbf Q\times\mathbf B=\mu_0\mathbf j\) for the transverse current and \(\mathbf Q\cdot\mathbf B=0\). Crossing the first with \(\mathbf Q\) and using \(\mathbf Q\times(\mathbf Q\times\mathbf B)=-Q^2\mathbf B\) gives
\[\mathbf B(\mathbf Q)=\frac{i\mu_0}{Q}\,\mathbf j(\mathbf Q)\times\hat{\mathbf Q}.\]
With \(\hbar=1\) and \(\mu_B=e/2m\), an electron has spin magnetisation \(\mathbf m=-2\mu_B\mathbf s\,e^{i\mathbf Q\cdot\mathbf r}\) and spin current \(-i\mathbf Q\times\mathbf m\), whose field is \(\mu_0(\hat{\mathbf Q}\times\mathbf m)\times\hat{\mathbf Q}=\mu_0\mathbf m_\perp\). Here \(\mathbf a_\perp=\mathbf a-\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf a)\). The convection current is \(-\mu_B\{\mathbf p,e^{i\mathbf Q\cdot\mathbf r}\}\). Since \([\mathbf p,e^{i\mathbf Q\cdot\mathbf r}]=\mathbf Q\,e^{i\mathbf Q\cdot\mathbf r}\) is parallel to \(\hat{\mathbf Q}\), the order of factors does not matter in the cross product. Hence \(\mathbf B=-\mu_0\mu_B\mathbf M_\perp\) with
\[\mathbf M_\perp(\mathbf Q)=\sum_i e^{i\mathbf Q\cdot\mathbf r_i}\Big[2\,\mathbf s_{i\perp}+\frac{2i}{Q}\,\mathbf p_i\times\hat{\mathbf Q}\Big].\tag{1}\]
The neutron moment is \(-\gamma\mu_N\boldsymbol\sigma\), so the transformed potential is \(-\gamma\mu_N\mu_0\mu_B\,\boldsymbol\sigma\cdot\mathbf M_\perp\). The Born amplitude multiplies it by \(m_n/2\pi\hbar^2\); with \(\hbar\) restored and the neutron and proton masses set equal, the constants combine to \(\gamma\mu_0e^2/8\pi m=\gamma r_0/2\), \(r_0\) being the classical electron radius. For unpolarised neutrons \(\tfrac12\mathrm{Tr}\,\sigma_a\sigma_b=\delta_{ab}\), and
\[I=\Big(\frac{\gamma r_0}{2}\Big)^2\sum_{i,f}p_i\,\big|\langle f|\mathbf M_\perp|i\rangle\big|^2\tag{2}\]
per ion and steradian, with \(p_i\) the populations and with \(k_f/k_i\) and the Debye–Waller factor left out.

As \(Q\to0\) the spin term is \(2\mathbf s_\perp\). In the orbital term expand the exponential. The term \((2i/Q)\,\mathbf p\times\hat{\mathbf Q}\) is odd under inversion and has no elements among 4f orbitals. The next term has components \(-2\hat Q_a\epsilon_{ibk}\hat Q_k\,r_ap_b\), with \(r_ap_b=\tfrac12\epsilon_{abc}l_c+\tfrac12(r_ap_b+r_bp_a)\). For the central-field Hamiltonian \(h\), \(r_ap_b+r_bp_a=im[h,r_ar_b]+i\delta_{ab}\); the commutator vanishes between degenerate 4f orbitals and the \(\delta_{ab}\) gives \(\hat{\mathbf Q}\times\hat{\mathbf Q}=0\). The antisymmetric part, with \(\epsilon_{bki}\epsilon_{bca}=\delta_{kc}\delta_{ia}-\delta_{ka}\delta_{ic}\), gives \(l_i-\hat Q_i\,\hat{\mathbf Q}\cdot\mathbf l\). So \(\mathbf M_\perp\to(\mathbf L+2\mathbf S)_\perp=g\mathbf J_\perp\).

## A tempting solution

Each electron carries the moment \(\mathbf l+2\mathbf s\), and the moment is where the electron is. Then
\[\mathbf M_\perp\overset{?}{=}\sum_ie^{i\mathbf Q\cdot\mathbf r_i}(\mathbf l_i+2\mathbf s_i)_\perp,\]
which has the limit just found. The part proportional to \(\mathbf J\) is picked out by averaging over the direction of \(\mathbf Q\): the exponential averages to \(j_0(Qr)\), the projector to \(2/3\), and the radial integral gives \(\tfrac23\langle j_0\rangle\,g\mathbf J\). The form factor is \(\langle j_0\rangle\) for every ion. Because \(|j_0(x)|<1\) for \(x>0\), it is largest at \(Q=0\), and the line of Sm³⁺ fades as \(\langle j_0\rangle^2\).

## Where it fails

The argument has two faults, and neither shows at \(Q=0\).

The first is in the operator. The replacement of \((2i/Q)\,e^{i\mathbf Q\cdot\mathbf r}\,\mathbf p\times\hat{\mathbf Q}\) by \(\mathbf l_\perp\) was obtained from the first-order term of the exponential; it holds at \(Q=0\) only, and multiplying it again by \(e^{i\mathbf Q\cdot\mathbf r}\) has no justification. The electron carries the orbital current; the magnetisation whose curl is that current lies inside the orbit, as the moment of a current loop is spread over the disc it bounds.

The second is in the average. The exponential and the projector both depend on \(\hat{\mathbf Q}\), and the average of their product was taken as the product of their averages.

## The right solution

### Averages over the direction of Q

Let \(x=Qr\), \(\mu=\hat{\mathbf Q}\cdot\hat{\mathbf r}\), and let a bar denote the average over \(\hat{\mathbf Q}\) at fixed \(Q\). From \(j_0=\sin x/x\), \(j_1=-j_0'=\sin x/x^2-\cos x/x\) and \(j_2=(3/x^2-1)\sin x/x-3\cos x/x^2\),
\[j_0+j_2=\frac{3\sin x}{x^3}-\frac{3\cos x}{x^2}=\frac{3j_1}{x}.\tag{3}\]
The scalar average is \(\tfrac12\int_{-1}^1e^{ix\mu}d\mu=j_0\). The vector average of \(e^{ix\mu}\hat{\mathbf Q}\) can only point along \(\hat{\mathbf r}\), and its length is \(\overline{\mu e^{ix\mu}}=-ij_0'=ij_1\). The average of \(e^{ix\mu}(\hat Q_a\hat Q_b-\tfrac13\delta_{ab})\) is symmetric and traceless, hence \(c\,(\hat r_a\hat r_b-\tfrac13\delta_{ab})\). Contraction with \(\hat r_a\hat r_b\) gives \(\tfrac23c=\overline{\mu^2e^{ix\mu}}-\tfrac13j_0=-j_0''-\tfrac13j_0\). The equation \(j_0''+2j_0'/x+j_0=0\) turns \(-j_0''\) into \(j_0-2j_1/x\), and (3) gives \(\tfrac23c=\tfrac23j_0-\tfrac23(j_0+j_2)\), so \(c=-j_2\).

In the orbital term keep functions of \(\mathbf r\) to the left of \(\mathbf p\). The \(i\) component of the average is
\[\frac{2i}{Q}\,\epsilon_{ibk}\,(ij_1\hat r_k)\,p_b=\frac{2j_1}{Q}\,\epsilon_{ikb}\,\hat r_kp_b=\frac{2j_1}{x}\,l_i=\tfrac23(j_0+j_2)\,l_i,\]
where the sign from \(i^2\) cancels the sign from exchanging two indices, and \(\hat r_k=r_k/r\). This cures the first fault. Since \((x^2j_1)'=x^2j_0\), the factor \(3j_1(x)/x\) equals \(3r^{-3}\int_0^rj_0(Qr')r'^2dr'\), the form factor of a uniform ball of radius \(r\), whereas \(j_0(x)\) is that of a shell of radius \(r\). The orbital magnetisation is more compact than the charge, and its form factor is broader in \(Q\).

In the spin term write \(s_{\perp a}=\tfrac23s_a-(\hat Q_a\hat Q_b-\tfrac13\delta_{ab})s_b\). The average of \(2e^{ix\mu}\mathbf s_\perp\) is
\[\tfrac43j_0\,\mathbf s+2j_2\big[\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)-\tfrac13\mathbf s\big]=\tfrac23\,(2j_0\,\mathbf s-j_2\,\mathbf t),\qquad\mathbf t=\mathbf s-3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s).\]
The \(j_2\) term is what the second fault lost. The operators \(\mathbf l,\mathbf s,\mathbf t\) act on angles and spin only, so within \(4f^n\) each \(j_k\) becomes \(\langle j_k\rangle\). With \(\mathbf T=\sum_i\mathbf t_i\),
\[\overline{\mathbf M_\perp}=\tfrac23\big[\langle j_0\rangle(\mathbf L+2\mathbf S)+\langle j_2\rangle(\mathbf L-\mathbf T)\big].\tag{4}\]

### Why the average fixes the part proportional to J

Within the multiplet each component of \(\mathbf M_\perp(\mathbf Q)\) is a \((2J+1)\)-dimensional matrix. Split it as \(M_{\perp a}=A_{ac}J_c+R_a\), with \(\mathrm{Tr}(J_cR_a)=0\). The coefficient \(A_{ac}\) is proportional to \(\mathrm{Tr}(J_cM_{\perp a})\). The trace over a whole multiplet is invariant under rotations, so \(A_{ac}\) can be built only from \(\delta_{ac}\), \(\hat Q_a\hat Q_c\) and \(\epsilon_{abc}\hat Q_b\). Inversion of the electron coordinates takes (1) into \(\mathbf M_\perp(-\mathbf Q)\), and all states of \(4f^n\) have one parity, so the matrix elements are even in \(\hat{\mathbf Q}\) and the third form is excluded. The condition \(\hat{\mathbf Q}\cdot\mathbf M_\perp=0\) fixes the ratio of the other two:
\[\mathbf M_\perp=gF(Q)\,\mathbf J_\perp+\mathbf R,\qquad\hat{\mathbf Q}\cdot\mathbf R=0.\tag{5}\]
The average \(\overline{\mathbf R}\) is a vector operator, hence proportional to \(\mathbf J\) by the Wigner–Eckart theorem, and it is trace-orthogonal to \(\mathbf J\); therefore \(\overline{\mathbf R}=0\). With \(\overline{\hat Q_a\hat Q_c}=\tfrac13\delta_{ac}\) this leaves \(\overline{\mathbf M_\perp}=\tfrac23gF\mathbf J\), to be compared with (4). The remainder \(\mathbf R\) holds the tensors in \(\mathbf J\) of rank above 1; its trace, a transverse vector built from \(\hat{\mathbf Q}\) alone, is zero. A weakly polarised isotropic ion, with density matrix linear in \(\mathbf J\), therefore sees \(F\) alone.

### Projection on J and the dipole form

Within the multiplet a vector operator is \(\mathbf V=\alpha\mathbf J\). From \(\mathbf L+\mathbf S=\mathbf J\) and \(\mathbf L+2\mathbf S=g\mathbf J\) follow \(\mathbf S=(g-1)\mathbf J\) and \(\mathbf L=(2-g)\mathbf J\). Squaring \(\mathbf S=\mathbf J-\mathbf L\) gives \(\mathbf L\cdot\mathbf J\), so
\[2-g=\frac{J(J+1)+L(L+1)-S(S+1)}{2J(J+1)}.\]
Writing \(\mathbf T=\tau\mathbf J\), (4) and (5) give
\[F=\langle j_0\rangle+C_2\langle j_2\rangle,\qquad C_2=\frac{2-g-\tau}{g}.\tag{6}\]
The dipole approximation drops \(\mathbf T\) and \(\mathbf R\):
\[f=\langle j_0\rangle+\Big(\frac2g-1\Big)\langle j_2\rangle.\tag{7}\]
Equation (6) answers (a), and (7) is its dipole approximation. A pure spin moment (\(g=2\)) gives \(f=\langle j_0\rangle\), the only case in which the tempting result agrees with (7); a pure orbital moment (\(g=1\)) gives \(\langle j_0\rangle+\langle j_2\rangle\). The dropped term \(\tau\langle j_2\rangle/g\) is of the same order in \(Q\) as the one kept, so (7) is exact at \(Q=0\) but not at order \(Q^2\) unless \(\tau=0\).

For Sm³⁺, \(J(J+1)=S(S+1)=35/4\) and \(L(L+1)=30\), so \(2-g=30/(35/2)=12/7\), \(g=2/7\), \(g-1=-5/7\), and the dipole coefficient is \(7-1=6\).

### The dropped term

For \(n\le7\) the Hund's-rule spin is \(S=n/2\). The spin functions are then symmetric in all electrons and multiply an antisymmetric spatial function, so the matrix elements of \(\mathbf s_i\) do not depend on \(i\) and equal those of \(\mathbf S/n\). With \(t_a=-3(\hat r_a\hat r_b-\tfrac13\delta_{ab})s_b\),
\[T_a=-\frac3n\,q_{ab}S_b,\qquad q_{ab}=\sum_i\big(\hat r_a\hat r_b-\tfrac13\delta_{ab}\big)_i=\kappa\big[\tfrac12\{L_a,L_b\}-\tfrac13L(L+1)\delta_{ab}\big],\]
the last form being the Wigner–Eckart theorem for a rank-2 tensor within the term. In \(q_{ab}S_b\) the product is \(\tfrac12(L_a\,\mathbf L\cdot\mathbf S+\mathbf L\cdot\mathbf S\,L_a)\), and between states of the multiplet \(\mathbf L\cdot\mathbf S\) acts directly on the ket or the bra and is the number \(\lambda=\tfrac12[J(J+1)-L(L+1)-S(S+1)]\). Therefore
\[\tau=-\frac{3\kappa}{n}\Big[\lambda(2-g)-\tfrac13L(L+1)(g-1)\Big].\tag{8}\]
The constant \(\kappa\) follows from the state \(M_L=L\), \(M_S=S\), a single determinant with \(m=3,2,\dots,4-n\), in which \(q_{zz}=\kappa[L^2-\tfrac13L(L+1)]=\kappa L(2L-1)/3\). For one f electron the same theorem gives \(\langle m|\cos^2\theta-\tfrac13|m\rangle=c'(m^2-4)\). For \(m=3\) the density is proportional to \((1-\xi^2)^3\), \(\xi=\cos\theta\), with \(\int_0^1(1-\xi^2)^3d\xi=16/35\) and \(\int_0^1\xi^2(1-\xi^2)^3d\xi=16/315\). Thus \(\langle\cos^2\theta\rangle=1/9\), \(5c'=-2/9\) and \(c'=-2/45\).

For Sm³⁺ the values \(m=3,2,1,0,-1\) give \(\sum(m^2-4)=5+0-3-4-3=-5\), so \(q_{zz}=2/9=15\kappa\) and \(\kappa=2/135\). With \(\lambda=-15\),
\[\tau=-\frac{2}{225}\Big[-\frac{180}{7}+\frac{50}{7}\Big]=\frac{52}{315},\qquad C_2=\frac72\cdot\frac{540-52}{315}=\frac{244}{45}=5.422.\]
The dipole value 6 exceeds this by 11% of the full value. The sign of the correction depends on the ion: (8) raises the coefficient of Ce³⁺ from 4/3 to 8/5 and lowers that of Pm³⁺ from 7/3 to 224/99.

Equation (6) answers (a), and for Sm³⁺ the coefficient of \(\langle j_2\rangle\) is 244/45, against 6 in the dipole approximation. It remains to find where the form factor is largest and how the powder intensity of the doublet–quartet transition depends on \(Q\).
